# Polarization helicity and the handedness of axially polarized vortex tubes, part 2

A ferroelectric vortex tube has polarization $\mathbf P$ circulating around its axis and also a component along it. We ask when the polarization helicity

$$
H=\int_V \mathbf P\cdot(\nabla\times\mathbf P)\,dV
$$

distinguishes such a tube from its mirror image. For every field, $H$ changes sign under a mirror or inversion and is unchanged by rotations and by complete reversal, $\mathbf P\to-\mathbf P$.

The tube is straight, with radius $R$ and length $L$, and uniform along $z$. In right-handed cylindrical coordinates $(r,\varphi,z)$, with unit vectors $\mathbf e_r,\mathbf e_\varphi,\mathbf e_z$, it has components $P_\varphi(r)$ and $P_z(r)$, and $P_r=0$. A prime on a profile function means $d/dr$. The helicity per length is $h$, so $H=hL$; charged tube ends are left out of $h$. Polarization is in C/m², lengths are in nm, and $P_0$ is the polarization scale. The earlier results are

$$
\begin{aligned}
\mathbf P\cdot\nabla\times\mathbf P
&=-P_\varphi P_z'+\frac{P_z}{r}(rP_\varphi)' ,\\
h&=2\pi\left[RP_\varphi(R)P_z(R)
-2\int_0^RrP_\varphi P_z'\,dr\right].
\end{aligned}
$$

The first term in the bracket is the edge term.

Polarization lines follow the local direction of $\mathbf P$. A tube is right-handed if $P_\varphi P_z>0$ throughout its interior, apart from isolated radii and the axis; its lines are then right-handed helices.

Two cases are used below. Near the axis of a smooth vortex, the core field $P_\varphi=\Omega r$, $P_z=P_0$, with $\Omega$ constant, has density $2\Omega P_0$. The vanishing case, $P_z=P_0$ and $P_\varphi=P_0\sin(\pi r/R)$, has $h=0$ but is still chiral. This is shown by a second pseudoscalar, $\mathbf p\cdot\mathbf g$, where

$$
\mathbf p=\int\mathbf P\,dV,\qquad
\mathbf g=\frac12\int\mathbf r\times\mathbf P\,dV .
$$

The general term with two factors of $\mathbf P$ and one derivative is $c_{ijk}\,P_i\,\partial_jP_k$, with constants $c_{ijk}$ and repeated indices summed over $x,y,z$. Invariance under all rotations reduces it to a multiple of the helicity density.

### Magnitude and angle

The vanishing case suggests separating the strength of the polarization from its direction. Write

$$
P_\varphi=A(r)\sin\theta(r),\qquad P_z=A(r)\cos\theta(r),
$$

with $A>0$ for $0<r<R$. The angle $\theta$ is the tilt away from the tube axis, and smoothness at the centre of a core polarized along $+z$ requires $\theta(0)=0$. A tube with its core polarized along $-z$ is the complete reversal of such a tube and has the same $h$, so it needs no separate treatment. The derivatives are

$$
\begin{aligned}
P_z'&=A'\cos\theta-A\theta'\sin\theta,\\
\frac1r(rP_\varphi)'&=\frac{A\sin\theta}{r}
+A'\sin\theta+A\theta'\cos\theta .
\end{aligned}
$$

Insert them in the density:

$$
\begin{aligned}
-P_\varphi P_z'&=-AA'\sin\theta\cos\theta+A^2\theta'\sin^2\theta,\\
\frac{P_z}{r}(rP_\varphi)'&=\frac{A^2\sin\theta\cos\theta}{r}
+AA'\sin\theta\cos\theta+A^2\theta'\cos^2\theta .
\end{aligned}
$$

The terms with $A'$ cancel in the sum, and $\sin^2\theta+\cos^2\theta=1$ leaves

$$
\mathbf P\cdot\nabla\times\mathbf P
=A^2\left(\theta'+\frac{\sin\theta\cos\theta}{r}\right).
$$

The bracket has a direct geometric meaning. Let $\mathbf n=\mathbf P/A$, and let $\mathbf t=\cos\theta\,\mathbf e_\varphi-\sin\theta\,\mathbf e_z$, which is perpendicular to both $\mathbf n$ and $\mathbf e_r$. A step $dr$ outward turns $\mathbf n$ towards $\mathbf t$ by $\theta'\,dr$. A step $ds$ along $\mathbf t$ changes $\varphi$ by $\cos\theta\,ds/r$. Because $d\mathbf e_\varphi=-\mathbf e_r\,d\varphi$, this step turns $\mathbf n$ towards $-\mathbf e_r$ by $\sin\theta\cos\theta\,ds/r$. The two terms are thus the rates at which the direction twists along the two directions perpendicular to itself. Helicity measures this twist, weighted by $A^2$. It does not directly measure the winding of the lines.

### A sufficient condition

Suppose that $\theta$ starts at zero, never decreases with $r$, never exceeds $\pi/2$, and is not zero everywhere. Then

$$
\theta'\ge0,\qquad \sin\theta\cos\theta\ge0 ,
$$

and the density is nowhere negative. Since $\theta$ leaves zero, $\theta'$ is positive on some interval, and the integral is strictly positive:

$$
h=2\pi\int_0^RA^2\left(r\theta'+\sin\theta\cos\theta\right)dr>0 .
$$

No condition on the edge value is needed, and $A(r)$ may be any smooth positive profile. The mirror tube is obtained by $\theta\to-\theta$. Both terms are odd in $\theta$, so it has the same magnitude of $h$ and a negative sign. For the right-handed tubes of this class and their mirror images, the sign of $H$ therefore identifies the handedness.

The core limit is recovered for small tilt. With $A=P_0$ and $\theta=\Omega r/P_0$, both terms in the bracket tend to $\Omega/P_0$, and the density tends to $2\Omega P_0$. The vanishing case lies outside the class: there $\tan\theta=\sin(\pi r/R)$, so the angle rises and then returns to zero.

### Worked example: axial centre, circulating edge

Take a model tube with constant magnitude and a uniformly increasing tilt,

$$
A=P_0,\qquad \theta=\frac{\pi r}{2R},\qquad
P_0=0.50\ \text{C/m²},\quad R=5.0\ \text{nm}.
$$

The polarization is axial at the centre and purely circulating at the edge. The profile is chosen for its simple integrals and is not the result of an energy minimization. The radial twist contributes

$$
2\pi P_0^2\int_0^Rr\,\frac{\pi}{2R}\,dr
=2\pi P_0^2\,\frac{\pi R}{4}
=\frac{\pi^2}{2}P_0^2R .
$$

For the second term use $\sin\theta\cos\theta=\tfrac12\sin2\theta$:

$$
2\pi P_0^2\,\frac12\int_0^R\sin\frac{\pi r}{R}\,dr
=\pi P_0^2\,\frac{2R}{\pi}=2P_0^2R .
$$

With $P_0^2R=0.50^2\times5.0=1.25$ (C/m²)² nm, the contributions are 6.1685 and 2.5000 in the same unit, and

$$
h=P_0^2R\left(\frac{\pi^2}{2}+2\right)
=8.6685\ \text{(C/m²)² nm}.
$$

The integrated formula gives the same result by another route. The edge term is zero because $P_z(R)=0$. With $P_z'=-(\pi P_0/2R)\sin\theta$,

$$
h=\frac{2\pi^2P_0^2}{R}\int_0^Rr\sin^2\frac{\pi r}{2R}\,dr .
$$

Writing $\sin^2\theta=\tfrac12(1-\cos2\theta)$ and using $\int_0^Rr\cos(\pi r/R)\,dr=-2R^2/\pi^2$ makes the integral $R^2/4+R^2/\pi^2$. Multiplication by the prefactor returns $P_0^2R(\pi^2/2+2)$.

The four combinations of circulation and axial direction, computed from a finite-difference curl of the Cartesian components, are:

| Circulation | Axis | $h$ in (C/m²)² nm |
|---|---|---|
| $+$ | $+$ | $+8.6685$ |
| $+$ | $-$ | $-8.6685$ |
| $-$ | $+$ | $-8.6685$ |
| $-$ | $-$ | $+8.6685$ |

Rows one and four are related by complete reversal and have the same helicity. Changing one sign gives the other handedness. Helicity alone cannot tell row one from row four; the sign of the axial moment $p_z$ can. Together, the signs of $h$ and $p_z$ label all four states.

The density decreases outward. It is 0.149 (C/m²)²/nm at $r=1.25$ nm, 0.129 at 2.50 nm, 0.102 at 3.75 nm and 0.079 at the edge. The radial part $P_0^2\theta'$ is constant, so the decrease comes from $\sin(2\theta)/(2r)$, which falls to zero at the edge. On the axis this term tends to $\theta'$, so the central density is twice the edge value.

The line through $r=R/2$ has $\theta=\pi/4$ and equal components. Its pitch, the advance along $z$ in one turn, is

$$
2\pi r\,\frac{P_z}{P_\varphi}=2\pi(2.50\ \text{nm})=15.708\ \text{nm}.
$$

Numerical tracing of this line confirmed the pitch and the right-handed sense. For a length of 10.0 nm,

$$
H=hL=86.685\ \text{(C/m²)² nm²}=8.6685\times10^{-17}\ \text{C²/m²}.
$$

This is the contribution of a 10 nm segment of uniform tube. It is not a model of a free-standing particle. If the tube ended abruptly after 10 nm, its unscreened end charges would produce at the centre a field of about 90 MV/cm divided by the background relative permittivity, directed against the axial polarization. The profile therefore presumes screened ends or a tube much longer than its radius. A real tube of that length would also have end regions, where the polarization may turn. If they occupy a length comparable with the whole tube, their contribution to $H$ can be comparable too. The laws for mirrors and reversal still apply, because they hold for any field.

### What the edge does

At a sharp surface the polarization jumps to zero and its curl becomes singular, so one must check that an integral over the interior is meaningful. Let a factor $f(\mathbf x)$ reduce the polarization without changing its direction. The product rule gives

$$
\begin{aligned}
(f\mathbf P)\cdot\nabla\times(f\mathbf P)
&=f\mathbf P\cdot\left(f\,\nabla\times\mathbf P
+\nabla f\times\mathbf P\right)\\
&=f^2\,\mathbf P\cdot\nabla\times\mathbf P ,
\end{aligned}
$$

because $\nabla f\times\mathbf P$ is perpendicular to $\mathbf P$. The steep gradient of $f$ drops out. A fading shell whose direction field is smooth has a finite density, and its contribution vanishes with its thickness.

As an example, hold $\theta=\pi/4$ in a shell of width $w$ outside $R$, and let $f=\cos^2[\pi(r-R)/2w]$. Here $\theta'=0$ and $\sin\theta\cos\theta=1/2$. The average of $f^2$, a fourth power of a cosine over a quarter period, is $3/8$. Thus

$$
\Delta h=2\pi P_0^2\,\frac12\,\frac{3w}{8}
=\frac{3\pi}{8}P_0^2w .
$$

For $w=0.5$ nm this is 0.147 (C/m²)² nm, and for $w=0.1$ nm it is 0.029 in the same unit. The direct numerical integrals agree with the formula.

The fixed direction matters. If the angle turns inside a thin shell at radius $R$ while $A$ is still finite, the radial twist contributes

$$
\Delta h\simeq2\pi R\int A^2\,d\theta ,
$$

which does not vanish as the shell becomes thin. A narrow wall around a tube can therefore carry a finite helicity, and it must be included if it belongs to the structure.

Fading also explains the edge term. If the integral extends through a thin shell to where $\mathbf P=0$, no edge term remains, but $P_z'$ is large in the shell. With $P_\varphi=fP_\varphi(R)$ and $P_z=fP_z(R)$, the shell gives, in the limit of zero width,

$$
-4\pi RP_\varphi(R)P_z(R)\int_1^0f\,df
=2\pi RP_\varphi(R)P_z(R),
$$

which is the edge term of the interior formula.

That term should not be read as helicity located at the surface. Consider $A=P_0[1+0.3(r/R)^2]$ and $\theta=\pi r/(4R)$, with the same $P_0$ and $R$. The edge term is 6.637, the remaining integral 0.726, and the sum $h=7.363$, all in (C/m²)² nm. Most of $h$ appears in the edge term, yet the density is positive throughout the interior. Integration by parts has only rearranged the sum.

### Right-handed lines with negative helicity

The condition on $\theta$ cannot be replaced by the statement that the lines are right-handed. Take

$$
A=P_0\left(\frac rR\right)^2,\qquad
\theta=\frac\pi2\sin\frac{\pi r}{R}.
$$

The angle lies between zero and $\pi/2$, so $P_\varphi P_z\ge0$, with equality only at the axis, at the edge and at $r=R/2$. It rises to $\pi/2$ at half the radius and then falls. The polarization is strongest in the outer half, where $\theta'<0$.

With $s=r/R$,

$$
\frac{h}{2\pi P_0^2R}=I_1+I_2 ,
$$

$$
\begin{aligned}
I_1&=\frac{\pi^2}{2}\int_0^1s^5\cos(\pi s)\,ds,\\
I_2&=\frac12\int_0^1s^4\sin\left(\pi\sin\pi s\right)ds .
\end{aligned}
$$

Define $C_n=\int_0^1s^n\cos(\pi s)\,ds$. Two integrations by parts give, for $n\ge2$,

$$
C_n=-\frac{n}{\pi^2}-\frac{n(n-1)}{\pi^2}C_{n-2}.
$$

Starting from $C_1=-2/\pi^2$, one finds

$$
\begin{aligned}
C_3&=-\frac3{\pi^2}+\frac{12}{\pi^4},\\
C_5&=-\frac5{\pi^2}+\frac{60}{\pi^4}-\frac{240}{\pi^6}.
\end{aligned}
$$

Let $u=1/\pi^2$. Then

$$
I_1=\frac{C_5}{2u}=-\frac52+30u-120u^2
=-\frac58-120\left(u-\frac18\right)^2\le-\frac58 .
$$

The sine in $I_2$ is at most one, so $I_2\le\tfrac12\int_0^1s^4ds=1/10$. The sum is therefore negative. For $P_0=0.50$ C/m² and $R=5.0$ nm the numerical value is

$$
h=-4.972\ \text{(C/m²)² nm},
$$

and the mirror image has $+4.972$ in the same unit.

The helicity still separates this tube from its mirror image. What fails is the identification of positive $H$ with right-handed lines. Apart from isolated radii, the lines wind to the right, but from one radius to the next the direction twists back where the polarization is large.

### Several tubes, and coupling to the energy

Because $H$ is the integral of a local density, the values for separate tubes add. Consider equal numbers of parallel tubes with positive and negative circulation, otherwise identical. If all have the same axial direction, their helicities cancel. If the axial direction alternates together with the circulation, each tube has the same sign of $H$ and the contributions accumulate. In this second arrangement $\mathbf p=0$, so $\mathbf p\cdot\mathbf g=0$ although $H\ne0$. The two pseudoscalars thus fail in different cases, and the vanishing of either one does not prove the absence of chirality.

The symmetry of $H$ also limits its role in a free energy. Suppose the energy contains a term $-\lambda H$, and the material has a mirror or inversion symmetry, alone or combined with a rotation. That operation must leave the energy unchanged but takes $H$ to $-H$, which forces $\lambda=0$. The symmetry meant is that of the reference structure about which the energy is expanded in $\mathbf P$. Two tubes related by that operation then have equal energy, provided that the shape of the body and the applied conditions share the symmetry. This does not make every pair of opposite-handed tubes degenerate, because a crystal allows terms $c_{ijk}P_i\partial_jP_k$ that are not invariant under all rotations. In the class $D_{2d}$ with twofold axes along $x$ and $y$, the term $(P_z\partial_xP_y-P_y\partial_xP_z)-(P_x\partial_yP_z-P_z\partial_yP_x)$ is allowed. It separates the two handednesses of a tube along $x$, whose equal-energy partner is the opposite-handed tube along $y$. In a material without any such symmetry $\lambda$ may be nonzero, and the term favours one sign of $H$. Since $H$ is even in $\mathbf P$, it does so without favouring either of the two tubes related by complete reversal.

The values behind the example and the limiting cases are given in the numerical output.

## Numbers as computed

```
Polarization magnitude P0 = 0.50 C/m^2
Tube radius R = 5.0 nm
Tube length = 10.0 nm
h, circulation +1, axis +1: +8.6685 (C/m^2)^2 nm
h, circulation +1, axis -1: -8.6685 (C/m^2)^2 nm
h, circulation -1, axis +1: -8.6685 (C/m^2)^2 nm
h, circulation -1, axis -1: +8.6685 (C/m^2)^2 nm
h from closed form: 8.6685 (C/m^2)^2 nm
h of mirror image: -8.6685 (C/m^2)^2 nm
Part of h from theta': 6.1685 (C/m^2)^2 nm
Part of h from sin(theta)cos(theta)/r: 2.5000 (C/m^2)^2 nm
P.curl P at r = 1.25 nm: 0.14925 (C/m^2)^2/nm
P.curl P at r = 2.50 nm: 0.12854 (C/m^2)^2/nm
P.curl P at r = 3.75 nm: 0.10211 (C/m^2)^2/nm
P.curl P at r = 5.00 nm: 0.07854 (C/m^2)^2/nm
Line pitch at r = 2.50 nm: 15.708 nm
H for the whole length: 86.685 (C/m^2)^2 nm^2
H in SI: 8.6685e-17 C^2/m^2
Tube with A = P0(1+0.3(r/R)^2), theta = pi r/(4R):
  h = 7.3627 (C/m^2)^2 nm
  edge term = 6.6366 (C/m^2)^2 nm
  bulk term = 0.7261 (C/m^2)^2 nm
Fading shell, width 0.5 nm, adds 0.14726 (C/m^2)^2 nm
Fading shell, width 0.1 nm, adds 0.02945 (C/m^2)^2 nm
Tube with P_z = P0, P_phi = P0 sin(pi r/R):
  |h| below 1e-7 (C/m^2)^2 nm: True
  p per length = 39.270 (C/m^2) nm^2
  g per length = 37.170 (C/m^2) nm^3
  p*g: tube +1459.7, mirror -1459.7, reversed +1459.7 (C/m^2)^2 nm^5
Tube with A = P0(r/R)^2, theta = (pi/2) sin(pi r/R):
  h = -4.9721 (C/m^2)^2 nm
  h of its mirror image = +4.9721 (C/m^2)^2 nm
```
